Handedness of a Tris-Chelate from Cartesian Coordinates

**1. The question**

An aluminium tris(β-diketonate), used as a vapour precursor for oxide films, carries three ligands that each grip the metal through two oxygen atoms. The ligands wrap around the metal like the blades of a propeller, and, if the ligands are achiral with two equivalent ends, as in acetylacetonate, the molecule exists in two mirror-image forms, Δ and Λ. With unsymmetrical achiral ligands there are also fac and mer isomers, each with a Δ and a Λ form; the label treated here does not tell fac from mer. A structure determination or a calculation supplies a list of atomic positions. The task is to obtain the label from that list without looking at a picture, and to know how large an error in the positions the label can bear.

Let ligand i have donor atoms at a_i and b_i, and let

u_i = b_i − a_i

be its donor-donor vector. The three lines through the donor pairs are skew in a propeller: they neither meet nor run parallel. For two ligands define

D_ij = u_i·u_j
T_ij = (u_i×u_j)·(a_i − a_j)
H_ij = D_ij T_ij
χ_ij = H_ij/(|u_i||u_j|)^(5/2).

H_ij has the dimension length⁵, so χ_ij is a pure number. The coordinates must refer to right-handed Cartesian axes; fractional crystal coordinates have to be converted first. The label describes the listed molecule. If the space group contains only translations, rotations and screw rotations, the label applies to the real crystal only if the absolute structure has been established. A crystal with inversion centres, mirror or glide planes, or rotoinversion axes contains both hands in equal number.

**2. The algorithm**

1. Remove the metal and join all remaining atoms closer than a bond cutoff. Each connected group is one ligand.
2. In each group take the two atoms within bonding distance of the metal as a_i and b_i, in either order.
3. Compute χ₁₂, χ₁₃ and χ₂₃.
4. Report Δ if all three exceed 0.01, Λ if all three lie below −0.01, and "undetermined" otherwise.

The example below uses cutoffs of 1.7 Å for bonds within a ligand and 2.3 Å for Al–O. Other ligands may need other values.

Step 1 is needed because the donor positions alone need not fix the label, as a regular octahedron shows. Six donors can be paired in 5·3·1 = 15 ways. In a regular octahedron there are three trans pairs. A given trans pair occurs in 3 pairings, two given trans pairs occur together in 1, and all three occur together in that same 1. The number of pairings with at least one trans pair is therefore 3·3 − 3·1 + 1 = 7, which leaves 8 with none. Explicit evaluation of all 15 gives 4 Δ, 4 Λ and 7 with every product zero. The same six points thus serve both hands, and the ligand backbones decide.

**3. Why a positive product means Δ**

Two skew lines define a helix as follows. One line is the axis, and the other is tangent to the helix at the foot of their common normal. A right-handed helix is Δ. Take the curve

(r cos s, r sin s, ps), with r > 0 and p > 0,

which advances along +z while turning counterclockwise as seen from +z, and is therefore right-handed. At s = 0 it passes through (r, 0, 0) with tangent (0, r, p). Put

u₁ = (0, 0, 1), a₁ = (0, 0, 0)
u₂ = (0, r, p), a₂ = (r, 0, 0).

Then

D₁₂ = p
u₁×u₂ = (−r, 0, 0)
a₁ − a₂ = (−r, 0, 0)
T₁₂ = r²
H₁₂ = pr² > 0.

Changing p to −p gives the left-handed helix and a negative H.

**4. Invariance**

Sliding. Replacing a_i by a_i + λu_i adds λu_i·(u_i×u_j) to T_ij. This is zero, because the cross product is perpendicular to u_i. Any point on the line may therefore represent it.

Donor order. Exchanging a_i and b_i replaces u_i by −u_i and slides the reference point along the line. The slide has no effect. D_ij and T_ij both change sign, so H_ij does not.

Ligand order. Exchanging i and j leaves D_ij unchanged. In T_ij both u_i×u_j and a_i − a_j change sign, so T_ij is unchanged too. A permutation of the three ligands merely reorders the three values of χ.

Motion of the frame. A translation cancels in every difference. For an orthogonal matrix Q,

(Qu)×(Qv) = det(Q) Q(u×v),

so D is unchanged and T is multiplied by det(Q). A rotation has det(Q) = 1 and changes nothing. A reflection or inversion has det(Q) = −1 and reverses H. Scaling all lengths by s multiplies H by s⁵ and the denominator of χ by s⁵, so χ stays the same.

These statements were tested on an irregular structure, made by giving every donor coordinate of the example in Section 6 a random shift of 0.08 Å standard deviation. All 3!·2³ = 48 relabellings, each combined with a random rotation, a translation and a scaling by 1.7, changed the χ values by less than 10⁻¹¹.

**5. Size of the product and its zeros**

Let ω be the acute angle between two lines and d their shortest distance. Then |D_ij| = |u_i||u_j| cos ω. The vector u_i×u_j has length |u_i||u_j| sin ω and points along the common normal, on which a_i − a_j has a projection of length d. Hence

|H_ij| = |u_i|²|u_j|² d sin ω cos ω = ½|u_i|²|u_j|² d sin 2ω.

The product vanishes for parallel lines, for intersecting lines and for perpendicular lines. In the last case the helix of Section 3 would have p = 0 and shrink to a circle, so the pair has neither hand.

To see what this means for a complex, consider a threefold propeller with metal-donor distance R, bite angle β (donor-metal-donor) and twist θ. The lower donors lie at height −h and azimuth φ_k − θ/2, the upper ones at +h and φ_k + θ/2, with φ_k = 0°, 120°, 240° and distance ρ from the axis. The scalar product of the two donor positions of one ligand is

R² cos β = ρ² cos θ − h².

Inserting h² = R² − ρ² gives R²(1 + cos β) = ρ²(1 + cos θ), and the half-angle formula turns this into

ρ = R cos(β/2)/cos(θ/2).

With r̂_k the radial and φ̂_k the azimuthal unit vector at φ_k, the donor-donor vector and the midpoint of ligand k are

u_k = tφ̂_k + bẑ, t = 2ρ sin(θ/2), b = 2h
m_k = cr̂_k, c = ρ cos(θ/2) = R cos(β/2).

Since φ̂₁·φ̂₂ = cos 120° = −½,

D₁₂ = b² − t²/2.

With φ̂×ẑ = r̂ and ẑ×φ̂ = −r̂,

u₁×u₂ = (√3/2)t²ẑ + tb(r̂₁ − r̂₂).

The midpoints may be used as reference points, by the sliding property. Their difference c(r̂₁ − r̂₂) has no z component, and |r̂₁ − r̂₂|² = 2 + 1 = 3. Therefore

T₁₂ = 3bct
H₁₂ = 3bct(b² − t²/2).

By the threefold symmetry the other two pairs give the same value.

Regular octahedron. Here β = 90° and θ = 60°, so ρ = t = R√(2/3), b = 2R/√3 and c = R/√2. This gives T = 2R³, D = R² and H = 2R⁵. The donor-donor length is √2 R, so χ = 2/2^(5/2) = 2^(−3/2) ≈ 0.354.

Trigonal prism. As θ → 0 the lines become parallel. Then t ≈ ρθ, c ≈ ρ = R cos(β/2) and b ≈ 2R sin(β/2), and to first order in θ (in radians)

χ ≈ 3ct/b² ≈ (3/4) cot²(β/2) θ.

For β = 92° this is 0.70θ. The threshold 0.01 thus leaves twists below about 0.8° undetermined.

Large twist. For θ > 0 each ligand climbs counterclockwise, so the propeller is right-handed about its threefold axis. H is nevertheless negative once t² > 2b², that is, when the donor lines lean more than arctan √2 ≈ 54.7° away from the axis. The crossing b² = t²/2 means h² = ½ρ² sin²(θ/2). Write C = cos²(θ/2) and k = cos²(β/2), so that ρ² = R²k/C. Then R² = ρ² + h² becomes

C = k[1 + (1 − C)/2] = k(3 − C)/2,

and hence

cos²(θ/2) = 3k/(2 + k).

For β = 92° this gives θ = 80.4°. The geometry itself ends at θ = β, where h = 0. At 86° the three χ values are all −0.123, so step 4, applied to known donor pairs, gives Λ for a right-handed propeller. Agreement among the pairs does not reveal this.

With Al–O = 1.90 Å and this bite angle, however, oxygens of different ligands would be only about 2.0 Å apart at the reversal and 1.6 Å at 86°, against 2.7 Å in the example of Section 6. The reversal is therefore a limit of the formula, not a shape to be expected of this complex. At 86° the 1.7 Å cutoff would even join the ligands in step 1. If another complex comes near b² = t²/2, its twist has to be examined separately, and the label has to say which convention it follows.

**6. Worked example**

The model takes Al–O = 1.90 Å, β = 92° and θ = 62°, with a positive twist. The chelate-ring skeletons, without methyl groups or hydrogen, were turned into a general orientation, rounded to 0.001 Å and shuffled. The ligand search recovers, among others,

a₁ = (0.284, 0.053, −1.878) Å, u₁ = (0.124, 1.794, 2.059) Å
a₂ = (−0.450, −1.840, −0.149) Å, u₂ = (2.289, 1.438, 0.406) Å.

The first factor is

D₁₂ = 0.124·2.289 + 1.794·1.438 + 2.059·0.406
= 0.284 + 2.580 + 0.836 = 3.700 Å².

For the second,

u₁×u₂ = (−2.232, 4.663, −3.928) Å²
a₁ − a₂ = (0.734, 1.893, −1.729) Å
T₁₂ = −1.639 + 8.827 + 6.792 = 13.980 Å³.

The product is H₁₂ = 51.72 Å⁵. With |u₁||u₂| = 7.4727 Å², whose 5/2 power is 152.65 Å⁵, χ₁₂ = 0.3388. The lines are 2.153 Å apart at an angle of 60.3°.

The other pairs have D₁₃ = −3.698 Å², T₁₃ = −13.986 Å³ and D₂₃ = −3.699 Å², T₂₃ = −13.983 Å³. Both factors are negative because the shuffled list happened to name the donors of ligand 3 in the opposite sense. The products are positive, with χ₁₃ = 0.3387 and χ₂₃ = 0.3388. The complex is Δ, and its inverted copy is reported as Λ.

**7. Error analysis**

Small errors. Let each donor be displaced by at most ε. Then each u changes by at most 2ε, and so does the difference of two midpoints, whose length is g = √3 c = 2.286 Å here. With L = 2.734 Å for the donor-donor length, the first-order bounds are

|δD| ≤ 4Lε
|δT| ≤ 2ε(L² + 2Lg)
|δL|/L ≤ 2ε/L.

Since χ varies as DT/L⁵ when the lengths are equal, its relative error is at most the sum of |δD|/|D|, |δT|/|T| and 10ε/L. Rounding to 0.001 Å means ε ≤ √3·0.0005 = 0.00087 Å. The three terms are then 0.26 %, 0.25 % and 0.32 %, together about 0.8 %. The actual change is smaller: the unrounded model has χ = 0.33883, and the rounded values differ from it by at most 0.00011, or 0.03 %.

Large errors. A guarantee on the sign follows from comparison with a regular octahedron. Orient all u_i upward along the threefold axis, and let each donor move by at most xR from its ideal site. In units of R the ideal values are D = 1, T = 2, |u| = √2 and g = √(3/2). Writing the changes of u₁ and u₂ as p and q, with |p|, |q| ≤ 2x,

(u₁ + p)·(u₂ + q) ≥ 1 − 4√2 x − 4x².

This is positive for x < (√3 − √2)/2 = 0.159. T is linear in each of its three vectors. Expanding it gives the ideal value and seven correction terms, each bounded by a product of lengths, so T stays positive while

(√2 + 2x)²(√(3/2) + 2x) − 2√(3/2) < 2,

which holds for x < 0.148. Below the smaller limit both factors are positive for every pair, and the sign of H is that of the ideal octahedron.

For R = 1.90 Å the guaranteed displacement is 0.281 Å. This guarantee concerns the sign of H when the donor pairs are known. It does not cover the ligand search: if all atoms may be displaced by this much, a C–C bond of 1.40 Å can lengthen to 1.96 Å, exceed the cutoff and make step 1 fail. The example's donors lie within 0.034 Å of a regular octahedron with the same axis. The limit is sufficient, not necessary: the smallest values found in a numerical search at x = 0.148 were about 0.19 for D and 1.05 for T, in units of R² and R³.

**8. Thermal motion and racemisation**

The geometric parameters are rough values in the regime of aluminium tris(acetylacetonate), whose Al–O distances are near 1.9 Å and whose bite angles are near 90°. The model is static, whereas a precursor is evaporated hot; 420 K is taken here as a rough working temperature.

To size the vibration, treat each oxygen as an independent isotropic oscillator of mass m and angular frequency Ω. Half of the mean energy is potential, so for each coordinate mΩ²⟨x²⟩ equals the mean energy of that coordinate, (ħΩ/2) coth(ħΩ/2k_BT), and

⟨x²⟩ = (ħ/2mΩ) coth(ħΩ/2k_BT).

An assumed wavenumber of 200 cm⁻¹ gives 0.126 Å rms per coordinate at 420 K. Random snapshots were made by displacing the donors while keeping the ligand pairing of the undisturbed structure, so they test only steps 3 and 4 of the algorithm. The same independent noise on every ligand atom would carry a bond past the cutoffs of steps 1 and 2 in about a third of the snapshots. All of 100,000 snapshots were still assigned Δ. At 0.30 Å, which classically corresponds to a mode near 80 cm⁻¹, 96.4 % were Δ and 3.6 % undetermined. At 0.50 Å, 74.9 % were Δ, 25.0 % undetermined and 0.1 % Λ. As the noise grows, these two steps thus mostly decline to answer before they give the wrong hand. Real ligands move as connected units, and these independent displacements do not represent such correlated motion.

A separate effect is that the molecule can change hand. For achiral ligands in achiral surroundings, the two forms have equal free energy by mirror symmetry, so both directions share one rate k. The populations obey dN_Δ/dt = −k(N_Δ − N_Λ) = −dN_Λ/dt, and the excess N_Δ − N_Λ decays as exp(−2kt). With the transition-state estimate

k = (k_BT/h) exp(−ΔG‡/k_BT)

and an assumed barrier of 1.2 eV, held fixed with temperature, the decay time 1/(2k) is 1.2×10⁷ s, about 130 days, at 300 K, but 14 s at 420 K. Barriers of 1.1 and 1.3 eV change the latter to 0.9 s and 230 s. The barrier is a model input, so these times show sensitivity and do not predict the behaviour of a given sample. The range 1.1–1.3 eV is probably too high for aluminium. Its β-diketonates are labile and rearrange on the NMR time scale near 370–400 K, which in this formula corresponds to roughly 0.9 eV. For 0.9 eV the decay time is about 100 s at 300 K and 4 ms at 420 K; for 1.0 eV it is 5×10³ s and 0.06 s. After a minute at 420 K, about 1.5 % of an initial excess remains for a barrier of 1.2 eV, but 77 % for 1.3 eV. Whether a label correctly assigned to a cold crystal still describes the vapour in a hot line thus depends on the actual barrier, the temperature and the time spent there. For a barrier of 1.1 eV or less no excess survives a minute at 420 K, so the vapour of a labile aluminium complex should be taken as racemic. The numerical output lists the remaining coordinates and values.

Computed values

```
Inputs: Al-O 1.90 A, bite 92 deg, twist 62 deg
Threshold on |chi|: 0.01
Donor coordinates recovered from shuffled atoms (A), Al at origin:
  a1:    0.284    0.053   -1.878
  b1:    0.408    1.847    0.181
  a2:   -0.450   -1.840   -0.149
  b2:    1.839   -0.402    0.257
  a3:   -0.255   -0.099    1.880
  b3:   -1.825    0.441   -0.292
  u1:    0.124    1.794    2.059 A, length 2.7337 A
  u2:    2.289    1.438    0.406 A, length 2.7335 A
  u3:   -1.570    0.540   -2.172 A, length 2.7339 A
Pair 12: dot 3.6996 A^2, triple 13.9796 A^3, H 51.719 A^5, chi 0.33880
  line distance 2.1531 A, angle 60.33 deg
Pair 13: dot -3.6981 A^2, triple -13.9863 A^3, H 51.722 A^5, chi 0.33872
  line distance 2.1535 A, angle 60.34 deg
Pair 23: dot -3.6990 A^2, triple -13.9830 A^3, H 51.724 A^5, chi 0.33879
  line distance 2.1534 A, angle 60.33 deg
Assignment: Delta ; inverted structure: Lambda
chi of unrounded propeller: 0.33883
chi of regular octahedron: 0.35355
Relabellings tested: 48, largest change in chi below 1e-11: True
Octahedral pairings: 15 {'Delta': 4, 'Lambda': 4, 'zero': 7}
Pair rule reverses at twist 80.43 deg for this bite; chi at 86 deg twist -0.12274
Margins x: dot 0.1589, triple 0.1481
Worst factors found at smaller margin (R=1): dot 0.1897, triple 1.0533
Guaranteed donor displacement 0.281 A; example distortion 0.034 A
Oscillator: 200 cm^-1, 420 K, rms per coordinate 0.1264 A
Snapshots per displacement size: 100000
  rms 0.126 A: Delta 100.000 %, Lambda 0.000 %, undetermined 0.000 %
  rms 0.300 A: Delta 96.430 %, Lambda 0.000 %, undetermined 3.570 %
  rms 0.500 A: Delta 74.922 %, Lambda 0.115 %, undetermined 24.963 %
Barrier 1.2 eV, 300 K: rate 4.333e-08 s^-1, excess decay time 1.154e+07 s
Barrier 1.1 eV, 420 K: rate 5.529e-01 s^-1, excess decay time 9.043e-01 s
Barrier 1.2 eV, 420 K: rate 3.489e-02 s^-1, excess decay time 1.433e+01 s
Barrier 1.3 eV, 420 K: rate 2.202e-03 s^-1, excess decay time 2.271e+02 s
```
